# Irreducible representations and Fu-Kane parities from plane-wave coefficients: a program that tests the result

```python
"""
Result under test: for a Bloch multiplet with plane-wave spinors c_n(G), the operation
g = {R|t} (r -> R r + t) of the little group of k has the matrix
  M_mn(g) = sum_G exp[-i(k+G').t] c_m(G')^+ D(R) c_n(G),   k+G' = R(k+G).
Its traces give the irreducible representations; the inversion traces at the invariant
momenta give the Fu-Kane index, (-1)^nu = product of (-1)^(number of odd Kramers pairs).
Symbols: lengths in a, wave vectors in 2 pi/a, energies in E0 = hbar^2 (2 pi/a)^2/(2m);
B = rows of reciprocal vectors, LAM = dimensionless spin-orbit strength in
  H = q^2 + V(G'-G) + i LAM V(G'-G) (q' x q).sigma,  q = k+G;
D = spin-1/2 matrix of the proper part of R (inversion leaves spin unchanged).
"""
from itertools import permutations, product
import numpy as np
from scipy import constants as const
from scipy.spatial.transform import Rotation

SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
INVERSION = -np.eye(3)
CUT = 12.5


def plane_waves(k, B, cut=CUT):
    """All G with |k+G|^2 <= cut, so that little-group operations permute them."""
    ints = np.array(list(product(range(-5, 6), repeat=len(B))))
    G = ints @ B
    keep = np.sum((k + G)**2, axis=1) <= cut + 1e-9
    return ints[keep], G[keep]


def hamiltonian(k, G, potential, lam):
    q = k + G
    v = potential(G[:, None] - G[None])
    cross = np.cross(q[:, None], q[None])
    H = np.kron(np.diag(np.sum(q**2, axis=1)) + v, np.eye(2))
    for i in range(3):
        H = H + np.kron(1j * lam * v * cross[:, :, i], SIGMA[i])
    return H


def spin_matrix(R):
    vec = Rotation.from_matrix(R * np.linalg.det(R)).as_rotvec()
    angle = np.linalg.norm(vec)
    if angle < 1e-12:
        return np.eye(2, dtype=complex)
    n_sigma = np.einsum('i,ijk->jk', vec / angle, SIGMA)
    return np.cos(angle / 2) * np.eye(2) - 1j * np.sin(angle / 2) * n_sigma


def transform(R, t, k, G, C):
    """Coefficients of g psi: permute plane waves, attach phase, rotate spin."""
    q = k + G
    dist = np.sum(((q @ R.T)[:, None] - q[None])**2, axis=2)
    target = np.argmin(dist, axis=1)
    assert np.max(np.min(dist, axis=1)) < 1e-12
    old = C.reshape(len(G), 2, -1)
    new = np.zeros(old.shape, complex)
    phase = np.exp(-2j * np.pi * (q[target] @ t))
    new[target] = phase[:, None, None] * np.einsum('st,gtn->gsn', spin_matrix(R), old)
    return new.reshape(C.shape)


def overlap(R, t, k, G, C):
    return C.conj().T @ transform(R, t, k, G, C)


# ---------------- diamond-structure model, atom at the origin ----------------
B3 = np.array([[-1., 1, 1], [1, -1, 1], [1, 1, -1]])
TAU = np.array([.25, .25, .25])
FORM = {3: -0.6, 8: 0.1, 11: 0.2}
LAM3, NOCC3 = 0.05, 8


def v_diamond(dG):
    g2 = np.rint(np.sum(dG**2, axis=-1)).astype(int)
    form = sum(value * (g2 == shell) for shell, value in FORM.items())
    return form * (1 + np.exp(-2j * np.pi * (dG @ TAU))) / 2


OPS = []
for perm in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        R = np.zeros((3, 3))
        R[range(3), perm] = signs
        OPS.append((R, np.zeros(3) if np.prod(signs) > 0 else TAU))


def little_group(k):
    A_T = np.linalg.pinv(B3)
    out = []
    for R, t in OPS:
        n = (R @ k - k) @ A_T
        if np.allclose(n, np.rint(n), atol=1e-9):
            out.append((R, t))
    return out


def multiplets(k, lam, cut=CUT, n_states=NOCC3):
    _, G = plane_waves(k, B3, cut)
    E, C = np.linalg.eigh(hamiltonian(k, G, v_diamond, lam))
    ops, levels, start = little_group(k), [], 0
    while start < n_states:
        stop = start + 1
        while stop < len(E) and E[stop] - E[stop - 1] < 1e-6:
            stop += 1
        block = C[:, start:stop]
        mats = [overlap(R, t, k, G, block) for R, t in ops]
        for M in mats:
            assert np.allclose(M.conj().T @ M, np.eye(stop - start), atol=1e-7)
        levels.append((E[start], stop - start, np.array([np.trace(M) for M in mats]), mats))
        start = stop
    return G, C, ops, levels


def spinor_table(ops, point):
    """Characters built from the same spin lift D as used on the wavefunctions."""
    tr = np.array([np.trace(spin_matrix(R)) for R, _ in ops])
    det = np.array([np.linalg.det(R) for R, _ in ops])
    a2 = np.array([np.linalg.det(abs(R)) for R, _ in ops])
    e = np.array([np.trace(abs(R)) - 1 for R, _ in ops])
    if point == 'Gamma':
        base = {'G6': tr, 'G7': tr * a2, 'G8': tr * e}
    else:
        base = {'L6': tr, 'L4+L5': tr * (e - 1)}
    table = {}
    for name, chi in base.items():
        table[name + '(even)'] = chi
        table[name + '(odd)'] = chi * det
    return table


def reduce_character(chi, table):
    found = {}
    total = np.zeros(len(chi), complex)
    for name, ref in table.items():
        n = np.vdot(ref, chi) / np.vdot(ref, ref).real
        assert abs(n - round(n.real)) < 1e-6
        if round(n.real):
            found[name] = int(round(n.real))
            total += found[name] * ref
    assert np.allclose(total, chi, atol=1e-6)
    return found


def label(found):
    return ' + '.join(name if n == 1 else f'{n} {name}' for name, n in found.items())


def clean(x):
    return round(float(np.real(x)), 3) + 0.0


def op_index(ops, det, trace):
    return next(i for i, (R, _) in enumerate(ops)
                if abs(np.linalg.det(R) - det) < 1e-9 and abs(np.trace(R) - trace) < 1e-9)


def odd_pairs(k, B, potential, lam, nocc, t):
    _, G = plane_waves(k, B)
    E, C = np.linalg.eigh(hamiltonian(k, G, potential, lam))
    assert E[nocc] - E[nocc - 1] > 1e-3
    M = overlap(INVERSION, t, k, G, C[:, :nocc])
    assert np.allclose(M @ M, np.eye(nocc), atol=1e-7)
    n_odd = (nocc - np.trace(M).real) / 2
    assert abs(n_odd - round(n_odd)) < 1e-6 and round(n_odd) % 2 == 0
    return int(round(n_odd)) // 2


def invariant_momenta(B):
    return [np.array(n) @ B for n in product((0, .5), repeat=len(B))]


a_metre = 0.5e-9
E0_eV = const.h**2 / (2 * const.m_e * a_metre**2) / const.e
thomas = E0_eV * const.e / (2 * const.m_e * const.c**2)
print(f'Diamond model: a = {a_metre*1e9:.1f} nm, E0 = {E0_eV:.4f} eV')
print('Form factors [E0] by |G|^2 [(2pi/a)^2]:', FORM)
print(f'Spin-orbit strength LAM = {LAM3} (vacuum value {thomas:.2e}), cutoff {CUT} E0')

POINTS = {'Gamma': np.zeros(3), 'L': np.array([.5, .5, .5]), 'X': np.array([0., 0, 1])}
worst_commutator = 0.0
for name, k in POINTS.items():
    G, C, ops, levels = multiplets(k, LAM3, n_states=14 if name == 'Gamma' else 10)
    H = hamiltonian(k, G, v_diamond, LAM3)
    for R, t in ops:
        U = transform(R, t, k, G, np.eye(2 * len(G), dtype=complex))
        worst_commutator = max(worst_commutator, np.max(abs(U @ H - H @ U)))
    iI = op_index(ops, -1, -3)
    print(f'{name}: {len(G)} plane waves, {len(ops)} operations; E [E0], dimension, characters')
    for energy, dim, chi, mats in levels:
        text = f'  {energy:8.4f}  d={dim}  chi(I)={clean(chi[iI])}'
        if name != 'X':
            text += f'  chi(C3)={clean(chi[op_index(ops, 1, 0)])}'
            if name == 'Gamma':
                text += f'  chi(C4)={clean(chi[op_index(ops, 1, 1)])}'
            text += '  ' + label(reduce_character(chi, spinor_table(ops, name)))
        else:
            norm = np.mean(abs(chi)**2)
            assert dim == 4 and abs(norm - 1) < 1e-6 and abs(chi[iI]) < 1e-6
            c2x = next(i for i, (R, _) in enumerate(ops) if np.allclose(R, np.diag([1, -1, -1])))
            anti = mats[iI] @ mats[c2x] + mats[c2x] @ mats[iI]
            assert np.max(abs(anti)) < 1e-7
            text += f'  mean|chi|^2={norm:.4f}'
        print(text)
assert worst_commutator < 1e-9
print(f'Largest element of [g,H], all operations: {worst_commutator:.1e} E0')

# Leaving out the translation phase must spoil the symmetry (G, H, k are those of X).
U_wrong = transform(INVERSION, np.zeros(3), k, G, np.eye(2 * len(G), dtype=complex))
wrong = np.max(abs(U_wrong @ H - H @ U_wrong))
assert wrong > 0.1
print(f'Same for inversion at X without translation phase: {wrong:.3f} E0')

# Real-space definition of the overlap, on a grid exact for these Fourier components.
N = 12
A3 = np.linalg.pinv(B3).T
r = np.array(list(product(range(N), repeat=3))) / N @ A3
block = C[:, :NOCC3].reshape(len(G), 2, NOCC3)


def wavefunction(points):
    waves = np.exp(2j * np.pi * (points @ (k + G).T))
    return np.einsum('rg,gsn->rsn', waves, block, optimize=True)


psi, quad_error = wavefunction(r), 0.0
for R, t in ops:
    moved = np.einsum('st,rtn->rsn', spin_matrix(R), wavefunction((r - t) @ R))
    direct = np.einsum('rsm,rsn->mn', psi.conj(), moved, optimize=True) / len(r)
    quad_error = max(quad_error, np.max(abs(direct - overlap(R, t, k, G, C[:, :NOCC3]))))
assert quad_error < 1e-9
print(f'Largest overlap difference, real-space quadrature at X: {quad_error:.1e}')


def occupied_content(lam, cut=CUT):
    content = {}
    _, _, ops_g, levels_g = multiplets(np.zeros(3), lam, cut)
    assert sum(level[1] for level in levels_g) == NOCC3
    for level in levels_g:
        for name, n in reduce_character(level[2], spinor_table(ops_g, 'Gamma')).items():
            content[name] = content.get(name, 0) + n
    return content, levels_g


content, gamma_levels = occupied_content(LAM3)
content0, gamma0 = occupied_content(0.0)
assert content == content0 == occupied_content(LAM3, 20.5)[0]
print('Gamma level dimensions without spin-orbit coupling:', [lev[1] for lev in gamma0])
print('Occupied content at Gamma, with and without coupling:', label(content))
e8 = next(lev[0] for lev in gamma_levels if lev[1] == 4)
e7 = next(lev[0] for lev in gamma_levels if lev[1] == 2 and
          any(s.startswith('G7') for s in
              reduce_character(lev[2], spinor_table(OPS, 'Gamma'))))
print(f'Splitting E(G8)-E(G7) = {e8-e7:.5f} E0 = {(e8-e7)*E0_eV:.4f} eV')

# An incomplete multiplet does not give a unitary matrix.
quartet = next(lev for lev in gamma_levels if lev[1] == 4)
defect = max(np.max(abs(M[:3, :3].conj().T @ M[:3, :3] - np.eye(3))) for M in quartet[3])
assert defect > 0.05
print(f'Unitarity defect when one state of the quartet is dropped: {defect:.3f}')

counts3 = []
for k3 in invariant_momenta(B3):
    n_pairs = odd_pairs(k3, B3, v_diamond, LAM3, NOCC3, TAU)
    assert n_pairs == odd_pairs(k3, B3, v_diamond, 0.0, NOCC3, TAU)
    counts3.append(n_pairs)
    print(f'  invariant k [2pi/a] = {[float(x) for x in k3]}: odd pairs {n_pairs} of {NOCC3//2}')
nu3 = sum(counts3) % 2
gap3 = np.inf
for lam in (0.0, LAM3 / 2, LAM3):
    for n in product(range(4), repeat=3):
        kk = np.array(n) / 4 @ B3
        _, GG = plane_waves(kk, B3)
        E = np.linalg.eigvalsh(hamiltonian(kk, GG, v_diamond, lam))
        gap3 = min(gap3, E[NOCC3] - E[NOCC3 - 1])
assert gap3 > 0.05 and nu3 == 0
print(f'Diamond strong index nu = {nu3}')
print(f'Smallest direct gap, 4x4x4 mesh, LAM = 0, {LAM3/2}, {LAM3}: {gap3:.4f} E0')

# ---------------- planar model, inversion centre away from the origin ----------------
B2 = np.array([[1, -1 / np.sqrt(3), 0], [0, 2 / np.sqrt(3), 0]])
A2 = np.linalg.pinv(B2).T
CENTRE = np.array([0.1, 0.2, 0.0])
LAM2, W_SIZE, MESH = 0.3, 0.3, 18


def planar_potential(W):
    def v(dG):
        first_star = abs(np.sum(dG**2, axis=-1) - 4 / 3) < 1e-6
        return W * first_star * np.exp(-2j * np.pi * (dG @ CENTRE))
    return v


def spin_up_chern(potential):
    """Chern number of the lowest spin-up band from link phases on the closed zone."""
    u = np.zeros((MESH + 1, MESH + 1, 13, 13), complex)
    gap = np.inf
    for i, j in product(range(MESH), repeat=2):
        kk = np.array([i, j]) / MESH @ B2
        ints, GG = plane_waves(kk, B2)
        H2 = hamiltonian(kk, GG, potential, LAM2)
        assert np.max(abs(H2[0::2, 1::2])) < 1e-12
        E, vec = np.linalg.eigh(H2[0::2, 0::2])
        gap = min(gap, E[1] - E[0])
        u[i, j, ints[:, 0] + 6, ints[:, 1] + 6] = vec[:, 0]
    for j in range(MESH):
        u[MESH, j] = np.roll(u[0, j], -1, axis=0)
    for i in range(MESH + 1):
        u[i, MESH] = np.roll(u[i, 0], -1, axis=1)
    flux = 0.0
    for i, j in product(range(MESH), repeat=2):
        corners = [u[i, j], u[i + 1, j], u[i + 1, j + 1], u[i, j + 1]]
        loop = 1.0
        for s in range(4):
            loop = loop * np.vdot(corners[s], corners[(s + 1) % 4])
        flux += np.angle(loop)
    chern = flux / (2 * np.pi)
    assert abs(chern - round(chern)) < 1e-6
    return int(round(chern)), gap


print(f'Planar model: LAM = {LAM2}, inversion centre {CENTRE[:2].tolist()} a, mesh {MESH}x{MESH}')
indices = []
for W in (W_SIZE, -W_SIZE):
    v2 = planar_potential(W)
    counts = [odd_pairs(kk, B2, v2, LAM2, 2, 2 * CENTRE) for kk in invariant_momenta(B2)]
    moved = [odd_pairs(kk, B2, v2, LAM2, 2, 2 * CENTRE + A2[0]) for kk in invariant_momenta(B2)]
    chern, gap2 = spin_up_chern(v2)
    nu2 = sum(counts) % 2
    assert gap2 > 0.01 and nu2 == sum(moved) % 2 == chern % 2
    assert moved != counts
    indices.append(nu2)
    print(f'  W = {W:+.1f} E0: odd pairs at Gamma and three M {counts}, moved centre {moved}')
    print(f'    nu = {nu2}, spin-up Chern number {chern}, smallest direct gap {gap2:.4f} E0')
assert indices == [1, 0]
print('ALL CHECKS PASSED')
```

Running it gives:

```
Diamond model: a = 0.5 nm, E0 = 6.0165 eV
Form factors [E0] by |G|^2 [(2pi/a)^2]: {3: -0.6, 8: 0.1, 11: 0.2}
Spin-orbit strength LAM = 0.05 (vacuum value 5.89e-06), cutoff 12.5 E0
Gamma: 59 plane waves, 48 operations; E [E0], dimension, characters
   -0.4575  d=2  chi(I)=2.0  chi(C3)=1.0  chi(C4)=1.414  G6(even)
    2.0285  d=2  chi(I)=2.0  chi(C3)=1.0  chi(C4)=-1.414  G7(even)
    2.0443  d=4  chi(I)=4.0  chi(C3)=-1.0  chi(C4)=0.0  G8(even)
    2.6652  d=4  chi(I)=-4.0  chi(C3)=-1.0  chi(C4)=0.0  G8(odd)
    2.7081  d=2  chi(I)=-2.0  chi(C3)=1.0  chi(C4)=-1.414  G7(odd)
L: 40 plane waves, 12 operations; E [E0], dimension, characters
    0.0209  d=2  chi(I)=-2.0  chi(C3)=1.0  L6(odd)
    0.6112  d=2  chi(I)=2.0  chi(C3)=1.0  L6(even)
    1.7810  d=2  chi(I)=-2.0  chi(C3)=1.0  L6(odd)
    1.8324  d=2  chi(I)=-2.0  chi(C3)=-2.0  L4+L5(odd)
    2.4034  d=2  chi(I)=2.0  chi(C3)=1.0  L6(even)
X: 40 plane waves, 16 operations; E [E0], dimension, characters
    0.3945  d=4  chi(I)=0.0  mean|chi|^2=1.0000
    1.4728  d=4  chi(I)=0.0  mean|chi|^2=1.0000
    2.2570  d=4  chi(I)=0.0  mean|chi|^2=1.0000
Largest element of [g,H], all operations: 1.9e-16 E0
Same for inversion at X without translation phase: 0.612 E0
Largest overlap difference, real-space quadrature at X: 8.1e-16
Gamma level dimensions without spin-orbit coupling: [2, 6]
Occupied content at Gamma, with and without coupling: G6(even) + G7(even) + G8(even)
Splitting E(G8)-E(G7) = 0.01582 E0 = 0.0952 eV
Unitarity defect when one state of the quartet is dropped: 0.891
  invariant k [2pi/a] = [0.0, 0.0, 0.0]: odd pairs 0 of 4
  invariant k [2pi/a] = [0.5, 0.5, -0.5]: odd pairs 1 of 4
  invariant k [2pi/a] = [0.5, -0.5, 0.5]: odd pairs 1 of 4
  invariant k [2pi/a] = [1.0, 0.0, 0.0]: odd pairs 2 of 4
  invariant k [2pi/a] = [-0.5, 0.5, 0.5]: odd pairs 1 of 4
  invariant k [2pi/a] = [0.0, 1.0, 0.0]: odd pairs 2 of 4
  invariant k [2pi/a] = [0.0, 0.0, 1.0]: odd pairs 2 of 4
  invariant k [2pi/a] = [0.5, 0.5, 0.5]: odd pairs 3 of 4
Diamond strong index nu = 0
Smallest direct gap, 4x4x4 mesh, LAM = 0, 0.025, 0.05: 0.5710 E0
Planar model: LAM = 0.3, inversion centre [0.1, 0.2] a, mesh 18x18
  W = +0.3 E0: odd pairs at Gamma and three M [0, 1, 1, 1], moved centre [0, 1, 0, 0]
    nu = 1, spin-up Chern number -1, smallest direct gap 0.0533 E0
  W = -0.3 E0: odd pairs at Gamma and three M [0, 0, 0, 0], moved centre [0, 0, 1, 1]
    nu = 0, spin-up Chern number 0, smallest direct gap 0.8172 E0
ALL CHECKS PASSED
```
